# Kroemer's capacitance-voltage formula for the conduction-band offset, part 1

(Sections cited here and not found follow in the second part.)

## I. Charge and dipole of the apparent carrier profile

### The physical situation

Two n-type semiconductors meet at a plane below a metal gate. If one conduction-band edge lies well above the other and the dopings are similar, electrons leave the side with the higher edge and gather on the other. The junction then carries an accumulation layer next to a depletion layer. This double layer has a dipole moment, and the dipole moment fixes the electrostatic step across the junction. Together with the Fermi levels of the two bulks, this step gives the band offset.

A reverse bias on the gate pushes the electrons away from the metal. As the bias grows, the edge of the depleted region moves through the junction, and the capacitance records its motion. The evaluation studied here turns capacitance against voltage into a density against depth. Near a heterojunction that density cannot be the true one, because the true density changes abruptly at the interface, while electrons at a depletion edge respond over several screening lengths. The question is what survives this smearing. The answer is that the net charge and the dipole moment survive. The first gives the interface charge, and the second gives the band offset once the bulk dopings are known.

### Model and conventions

The depth $x$ runs from the gate at $x=0$ into the semiconductor. Layer 1 occupies $0<x<x_i$ and layer 2 occupies $x>x_i$. Atomic units are used, so the elementary charge is $e=1$ and $4\pi\epsilon_0=1$. With relative permittivity $\kappa$, put $\epsilon=\kappa/4\pi$. Let $T$ be the thermal energy, $n(x)$ the electron density and $\phi(x)$ the electrostatic potential. An electron has potential energy $-\phi$. Poisson's equation is

$$\epsilon\phi''=-\rho,\qquad \rho=N_d(x)-n(x)+\sigma\,\delta(x-x_i), \tag{1}$$

where $N_d$ is the density of ionized donors and $\sigma$ is a fixed interface charge per area. The conduction-band edge is

$$E_c(x)=-\phi(x)\ \ (x<x_i),\qquad E_c(x)=-\phi(x)+\Delta E_c\ \ (x>x_i). \tag{2}$$

Thus $\Delta E_c$ is positive when the edge is higher in layer 2. The assumptions are these.

1. The structure varies with depth alone. Both layers have the same $\epsilon$. The donor density is $N_1$ in layer 1 and $N_2$ in layer 2, and neither it nor $\sigma$ changes with bias.
2. The electrons are in equilibrium with the deep bulk of layer 2 and follow the small measuring signal. Their Fermi level $E_F$ is therefore flat wherever they are present. There are no mobile holes.
3. The barrier $\Phi_B$ between the Fermi level of the gate and the band edge at $x=0$ does not depend on bias.
4. The sweep starts in a state A, in which a neutral part of layer 1 separates the gate's depletion edge from the junction. It ends in a state B, in which layer 1 and the interface are depleted and the edge lies in layer 2.
5. The neutral bulks are nondegenerate, so that $n=N_c e^{\mu/T}$ there. Here $\mu=E_F-E_c$, and $N_c$ is the effective density of states.

Let $V$ be the reverse bias. It raises the gate's Fermi level to $E_F+V$, so $-\phi(0)=E_F+V+\Phi_B$. In the deep bulk, with potential $\phi_2$ and $\mu=\mu_2$, equation (2) gives $-\phi_2+\Delta E_c=E_F-\mu_2$. Subtracting the second relation from the first yields

$$\phi_2-\phi(0)=V+\Phi_B+\Delta E_c+\mu_2 . \tag{3}$$

Everything on the right except $V$ is constant, so a change of bias equals the change of the potential difference between gate and bulk.

Let $-Q$ be the gate charge per area and $C=dQ/dV$ the capacitance per area. The **apparent depth** and **apparent density** are defined by

$$\hat x=\frac{\epsilon}{C},\qquad \hat n=\frac{2}{\epsilon}\left[\frac{d(C^{-2})}{dV}\right]^{-1}. \tag{4}$$

### The theorem

Let $n_0(x)$ be the electron density of the same junction without a gate, between neutral bulks at potentials $\phi_1$ and $\phi_2$. Let $\hat x_A$ and $\hat x_B$ be the apparent depths at the ends of the sweep.

**Theorem.** Under assumptions 1 to 5, and up to terms that vanish exponentially as the margins in assumption 4 grow,

$$\int_{\hat x_A}^{\hat x_B}(N_d-\hat n)\,d\hat x=\int(N_d-n_0)\,dx=-\sigma, \tag{5}$$

$$\int_{\hat x_A}^{\hat x_B}(N_d-\hat n)(\hat x-x_i)\,d\hat x=\int(N_d-n_0)(x-x_i)\,dx=\epsilon(\phi_2-\phi_1), \tag{6}$$

$$\Delta E_c=\frac1\epsilon\int_{\hat x_A}^{\hat x_B}(N_d-\hat n)(\hat x-x_i)\,d\hat x+T\ln\frac{N_1N_{c2}}{N_2N_{c1}}. \tag{7}$$

Equation (7) is Kroemer's formula. This half proves (5) and (6).

### Lemma 1: potential from the moments of charge

**Lemma 1.** If $\phi'(b)=0$, then

$$\epsilon\phi'(a)=\int_a^b\rho\,dx,\qquad \epsilon[\phi(b)-\phi(a)]=\int_a^b(x-a)\rho\,dx. \tag{8}$$

*Proof.* Integrating (1) from $a$ to $b$ gives $\epsilon[0-\phi'(a)]=-\int_a^b\rho\,dx$, which is the first relation. For the second, integrate by parts:

$$\phi(b)-\phi(a)=\int_a^b\phi'\,dx=\big[(x-a)\phi'\big]_a^b-\int_a^b(x-a)\phi''\,dx .$$

The bracket vanishes at $b$ because $\phi'(b)=0$, and at $a$ because of the factor $x-a$. Insert $\phi''=-\rho/\epsilon$. ∎

Apply the lemma to the ungated junction, with $a$ and $b$ in the two neutral bulks. There $\phi'(a)=0$ as well, so the total charge is zero:

$$\sigma+\int(N_d-n_0)\,dx=0 .$$

This is the second equality in (5). Since the total charge vanishes, the factor $x-a$ in (8) may be replaced by $x-x_i$. The interface charge sits at $x_i$ and has no moment about that point. What remains is

$$\epsilon(\phi_2-\phi_1)=\int(N_d-n_0)(x-x_i)\,dx ,$$

the second equality in (6).

### Lemma 2: what the capacitance measures

**Lemma 2.** Along the sweep,

$$\hat n\,d\hat x=dQ,\qquad \hat x\,dQ=\epsilon\,dV. \tag{9}$$

For the true densities $n_A$ and $n_B$ in states A and B,

$$Q_B-Q_A=\int_0^\infty(n_A-n_B)\,dx,\qquad \epsilon(V_B-V_A)=\int_0^\infty x\,(n_A-n_B)\,dx. \tag{10}$$

*Proof.* From (4), $C^{-2}=\hat x^2/\epsilon^2$, hence

$$\frac{d(C^{-2})}{dV}=\frac{2\hat x}{\epsilon^2}\frac{d\hat x}{dV},\qquad \hat n=\frac{\epsilon}{\hat x\,(d\hat x/dV)} .$$

Therefore $\hat n\,d\hat x=(\epsilon/\hat x)\,dV=C\,dV=dQ$. Also $\hat x\,dQ=(\epsilon/C)\,C\,dV=\epsilon\,dV$.

For (10), the semiconductor as a whole carries the charge $+Q$ opposite to the gate, so $Q=\int_0^\infty\rho\,dx$. Lemma 1 with $a=0$ gives $\epsilon[\phi_2-\phi(0)]=\int_0^\infty x\rho\,dx$. Subtract the values in state A from those in state B. The donors and $\sigma$ drop out because they do not depend on bias, which leaves $\rho_B-\rho_A=n_A-n_B$. By (3) the potential difference changes by $V_B-V_A$. ∎

Combining (9) and (10) gives the conservation law between any two bias states:

$$\int\hat n\,d\hat x=\int(n_A-n_B)\,dx,\qquad \int\hat n\,\hat x\,d\hat x=\int(n_A-n_B)\,x\,dx. \tag{11}$$

This law uses Poisson's equation with a single permittivity, neutrality, fixed donors and interface charge, and equation (3) for the bias. It does not assume how $n$ depends on $\phi$.

**Remark on smearing.** For a small bias step that removes the density $-\delta n(x)$, equation (10) becomes $dQ=-\int\delta n\,dx$ and $\epsilon\,dV=-\int x\,\delta n\,dx$. Dividing,

$$\hat x=\frac{\int x\,\delta n\,dx}{\int\delta n\,dx}.$$

The apparent depth is the centroid of the electrons removed by that step. All of them are booked at one depth, although they came from a region of finite width. This changes the shape of the profile but leaves its count and first moment intact. The second moment is not protected, since replacing a distribution by its centroid removes its width.

**Remark on single-valuedness.** If $\hat x$ were to turn back during the sweep, $\hat n$ would not be a function of depth. Integrals over $\hat n\,d\hat x$ are then read as integrals over $dQ$ along the sweep, and the proofs are unchanged.

### Lemma 3: the depletion edge

The two end states contain depletion edges that the ungated junction does not have. Their contribution must be known.

**Lemma 3.** Let a uniform layer with donor density $N$ be depleted at $x=a$ and neutral, with potential $\phi_b$, further in. Let $q_a=\epsilon\phi'(a)$ be the charge per area beyond $a$, and let $P$ be the electron pressure in the neutral part. Then

$$\phi_b-\phi(a)=\frac{q_a^2}{2\epsilon N}+\frac{P}{N}. \tag{12}$$

*Proof.* Let the electron density at the edge depend on the local value of $\mu$. The Fermi level is flat, so (2) gives $d\mu=-dE_c=d\phi$ within one layer. At fixed temperature the pressure $p$ obeys $dp=n\,d\mu$, hence $dp/dx=n\phi'$. Multiply Poisson's equation by $\phi'$:

$$\frac{\epsilon}{2}\frac{d(\phi'^2)}{dx}=-N\phi'+n\phi'=-N\phi'+\frac{dp}{dx}.$$

Integrate from $a$ into the neutral part, where $\phi'=0$ and $p=P$:

$$-\frac{\epsilon}{2}\phi'(a)^2=-N[\phi_b-\phi(a)]+P-p(a).$$

At a depleted point $p(a)$ is exponentially small and is dropped. Dividing by $N$ and using $\phi'(a)=q_a/\epsilon$ gives (12). ∎

For Boltzmann electrons $P=NT$, so the extra potential is $P/N=T$, whatever the doping. The width of the edge is set by the Debye length $\lambda=\sqrt{\epsilon T/N}$. Lower doping gives a wider edge with less charge in it, and the associated moment $N\lambda^2=\epsilon T$ stays the same. This is why the edges will cancel.

### The two end states

**State A.** Apply Lemma 3 with $a=0$. Beyond the neutral part of layer 1 lies the junction, whose total charge is zero, so $q_a=Q$ and

$$[\phi_1-\phi(0)]_A=\frac{Q_A^2}{2\epsilon N_1}+\frac{P_1}{N_1}. \tag{13}$$

The step $\phi_2-\phi_1$ across the junction is not affected by bias while neutral material separates it from the edge. Differentiating (13) therefore gives $dV/dQ=Q/(\epsilon N_1)$. Since $dV/dQ=1/C=\hat x/\epsilon$,

$$Q_A=N_1\hat x_A. \tag{14}$$

**State B.** In the depleted layer 1, $\epsilon\phi'(x)=Q-N_1x$, and integration from 0 to $x_i$ gives

$$\phi(x_i)-\phi(0)=\frac1\epsilon\left(Qx_i-\tfrac12N_1x_i^2\right).$$

Just beyond the interface the remaining charge is $q=Q-N_1x_i-\sigma$. Lemma 3 in layer 2 adds $q^2/(2\epsilon N_2)+P_2/N_2$. Hence

$$[\phi_2-\phi(0)]_B=\frac1\epsilon\left(Q_Bx_i-\tfrac12N_1x_i^2+\frac{q_B^2}{2N_2}\right)+\frac{P_2}{N_2}. \tag{15}$$

Because $dq/dQ=1$, the derivative is $dV/dQ=(x_i+q/N_2)/\epsilon$. Setting this equal to $\hat x/\epsilon$ gives $q_B=N_2r$ with $r=\hat x_B-x_i$, and so

$$Q_B=N_1x_i+\sigma+N_2r. \tag{16}$$

In both plateaus the apparent density $dQ/d\hat x$ equals the donor density. The exact starting and end points inside the plateaus therefore do not affect (5) or (6).

### Proof of (5) and (6)

Write $l=x_i-\hat x_A$. By (9), (14) and (16),

$$\int\hat n\,d\hat x=Q_B-Q_A=N_1l+N_2r+\sigma .$$

Since $\int N_d\,d\hat x=N_1l+N_2r$, equation (5) follows.

For the dipole, (9) gives

$$\int\hat n(\hat x-x_i)\,d\hat x=\epsilon(V_B-V_A)-x_i(Q_B-Q_A). \tag{17}$$

By (3), and because $[\phi_2-\phi(0)]_A=[\phi_1-\phi(0)]_A+(\phi_2-\phi_1)$,

$$V_B-V_A=[\phi_2-\phi(0)]_B-[\phi_1-\phi(0)]_A-(\phi_2-\phi_1).$$

Insert (13) with $Q_A=N_1\hat x_A$, and (15) with $q_B=N_2r$. The terms $\pm Q_Bx_i$ cancel in (17). The terms with $N_1$ combine to

$$-\tfrac12N_1x_i^2-\tfrac12N_1\hat x_A^2+N_1x_i\hat x_A=-\tfrac12N_1l^2 .$$

Therefore

$$\int\hat n(\hat x-x_i)\,d\hat x=\tfrac12N_2r^2-\tfrac12N_1l^2+\epsilon\left(\frac{P_2}{N_2}-\frac{P_1}{N_1}\right)-\epsilon(\phi_2-\phi_1).$$

The first two terms are $\int N_d(\hat x-x_i)\,d\hat x$. Rearranging,

$$\phi_2-\phi_1=\frac1\epsilon\int(N_d-\hat n)(\hat x-x_i)\,d\hat x+\frac{P_2}{N_2}-\frac{P_1}{N_1}. \tag{18}$$

For nondegenerate bulks both pressure terms equal $T$ and cancel, which proves (6). ∎

The net charges agree by (5), so the dipole moments of the two profiles agree about any origin, not merely about $x_i$.

## II. The band offset, an example, and the limits of the formula

### Symbols and results carried over

Layer 1 lies between the gate and the interface at depth $x_i$, and layer 2 lies deeper. Their donor densities are $N_1,N_2$ and their effective densities of states are $N_{c1},N_{c2}$. The neutral bulks have potentials $\phi_1,\phi_2$, Fermi levels $\mu_1,\mu_2$ measured from the band edge, and electron pressures $P_1,P_2$. The interface charge is $\sigma$, the thermal energy is $T$, and $\epsilon=\kappa/4\pi$ with $e=1$. The apparent depth is $\hat x=\epsilon/C$ and the apparent density $\hat n$ obeys $\hat n\,d\hat x=dQ$, where $-Q$ is the gate charge per area. The sweep runs from $\hat x_A=x_i-l$ to $\hat x_B=x_i+r$. With

$$M=\frac1\epsilon\int_{\hat x_A}^{\hat x_B}(N_d-\hat n)(\hat x-x_i)\,d\hat x,$$

the first half showed that $\sigma=\int(\hat n-N_d)\,d\hat x$ and

$$\phi_2-\phi_1=M+\frac{P_2}{N_2}-\frac{P_1}{N_1}, \tag{19}$$

where the pressure terms cancel for nondegenerate bulks.

This part has shown that, for nondegenerate bulks, the apparent carrier profile keeps the net charge and dipole moment of the true one, and so gives the interface charge and the electrostatic step across the junction. It remains to derive the band offset formula (7) from that step, test it on an example and examine its limits.
